# Why More Empty Bands Do Not Cure a Ground-State PAW Dataset

An RPA or GW calculation sums over empty states that a ground-state calculation never uses. Some of them lie hundreds of electronvolts above the occupied levels. In the projector augmented-wave (PAW) method, all these states come from a Hamiltonian whose atomic part was built from a few partial waves, usually at energies near the valence levels. When the sum changes as bands are added, the natural response is to add more until it stops changing.

The belief examined here is that this procedure also removes the error of the dataset. It is tempting for a sound reason. With a correct Hamiltonian, the missing bands are the error of a truncated sum, and adding them removes it. The PAW transformation is also formally exact, which suggests that a large enough basis must lead to the all-electron answer. But the working PAW operators are not the exactly transformed ones. Their band sum converges to a limit of its own.

## What the atomic sphere must reproduce

Hartree atomic units are used. Consider one angular channel, $s$, with radial function $u=r\psi$, so that $u(0)=0$ and

$$-\tfrac12u''+vu=Eu .$$

All that the region outside a sphere of radius $R$ learns about the inside is the logarithmic derivative $L(E)=u'(R)/u(R)$. I scale every solution to $u(R)=1$, which excludes energies where $u(R)=0$ and $L$ has a pole. Integrals and brackets below run over $0<r<R$ until the whole system is considered. Define

$$A_E(f,g)=\int_0^R\left[\tfrac12f'g'+(v-E)fg\right]dr .$$

If $u$ is a solution at energy $E$, integrating the first term by parts leaves only the boundary:

$$A_E(u,g)=\tfrac12u'(R)g(R),\qquad A_E(u,u)=\tfrac12L(E). \tag{1}$$

Now take $N$ all-electron partial waves $\phi_i$, exact solutions at distinct energies $\varepsilon_i$. Each has a smooth partner $\tilde\phi_i$ with the same value, slope and curvature at $R$. A smooth potential $\tilde v$ joins $v$ at $R$. With $T=-\frac12d^2/dr^2$, set

$$\chi_i=(\varepsilon_i-T-\tilde v)\tilde\phi_i,\quad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\quad p_j=\sum_k\chi_k(B^{-1})_{kj}.$$

Then $\langle\tilde\phi_i|p_j\rangle=\delta_{ij}$ and $\chi_j=\sum_ip_iB_{ij}$. Let $b_E$ be the form $A_E$ with $v$ replaced by $\tilde v$. The one-centre corrections to energy and overlap are

$$D_{ij}=A_0(\phi_i,\phi_j)-b_0(\tilde\phi_i,\tilde\phi_j),\qquad q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle .$$

Integration by parts gives

$$A_0(\phi_i,\phi_j)=\tfrac12\phi_i(R)\phi_j'(R)+\varepsilon_j\langle\phi_i|\phi_j\rangle,$$

$$b_0(\tilde\phi_i,\tilde\phi_j)=\tfrac12\tilde\phi_i(R)\tilde\phi_j'(R)+\varepsilon_j\langle\tilde\phi_i|\tilde\phi_j\rangle-B_{ij}.$$

The boundary terms are equal, so $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$. The PAW equation inside the sphere is

$$(T+\tilde v-E)\tilde u+\sum_{ij}p_i(D_{ij}-Eq_{ij})\langle p_j|\tilde u\rangle=0 .$$

Insert $\tilde u=\tilde\phi_j$ and $E=\varepsilon_j$. The first term is $-\chi_j$ and the second is $\sum_ip_iB_{ij}=\chi_j$. The equation holds, and the PAW logarithmic derivative $\tilde L$ equals $L$ at every reference energy. Nothing has yet been said about other energies.

## Where exactness is lost

The formal transformation $\tau$ adds the all-electron detail to a smooth function:

$$\tau\tilde u=\tilde u+\sum_i(\phi_i-\tilde\phi_i)c_i,\qquad c_i=\langle p_i|\tilde u\rangle .$$

If $\tau$ is invertible, transforming the Hamiltonian and the overlap with it is a change of variables, exact for any number of partial waves. The working PAW form is instead

$$\tilde A_E(f,g)=b_E(f,g)+\sum_{ij}\langle f|p_i\rangle(D_{ij}-Eq_{ij})\langle p_j|g\rangle .$$

To compare the two, split off what the partial waves do not describe: $\tilde u=s+\sum_ic_i\tilde\phi_i$, with $\langle p_i|s\rangle=0$. Then $\tau\tilde u=s+\sum_ic_i\phi_i$. The terms quadratic in $c_i$ cancel in the difference, because $A_E(\phi_i,\phi_j)-b_E(\tilde\phi_i,\tilde\phi_j)=D_{ij}-Eq_{ij}$. The terms quadratic in $s$ leave $\langle s|v-\tilde v|s\rangle$. For the cross terms,

$$A_E(s,\phi_i)=\tfrac12s(R)\phi_i'(R)+(\varepsilon_i-E)\langle s|\phi_i\rangle,$$

$$b_E(s,\tilde\phi_i)=\tfrac12s(R)\tilde\phi_i'(R)+(\varepsilon_i-E)\langle s|\tilde\phi_i\rangle-\langle s|\chi_i\rangle .$$

The last bracket vanishes because $\chi_i$ is a combination of projectors. Hence

$$\begin{aligned}\Delta_E&\equiv A_E(\tau\tilde u,\tau\tilde u)-\tilde A_E(\tilde u,\tilde u)\\&=\langle s|v-\tilde v|s\rangle+2\sum_ic_i(\varepsilon_i-E)\langle s|\phi_i-\tilde\phi_i\rangle .\end{aligned}\tag{2}$$

This is what the working operators omit. It vanishes when the smooth partial waves describe $\tilde u$ completely inside the sphere. A high-energy state oscillates there in ways that low-energy waves need not describe, and then $s$ is not small. An additional band is another eigenstate of the same incomplete operators and does not restore $\Delta_E$.

## Why the error is small near the references

Good ground-state results do not contradict this. Let $\ell_i(E)$ be the Lagrange polynomials for the points $\varepsilon_i$, so that $\sum_i\ell_i=1$, and form

$$w=\sum_i\ell_i(E)\phi_i,\qquad\tilde w=\sum_i\ell_i(E)\tilde\phi_i .$$

Both equal one at $R$. Since $\tilde w$ is a combination of smooth partial waves, $\tilde A_E(\tilde w,\tilde w)=A_E(w,w)$. Write $w=u+\delta$, where $\delta(R)=0$. By (1), $A_E(u,\delta)=0$, so

$$A_E(w,w)=\tfrac12L+A_E(\delta,\delta).$$

The form $\tilde A_E$ is symmetric, and the same integration by parts gives, with $\tilde w=\tilde u+\tilde\delta$,

$$\tilde A_E(\tilde w,\tilde w)=\tfrac12\tilde L+\tilde A_E(\tilde\delta,\tilde\delta).$$

The left sides are equal. Subtracting,

$$\tfrac12(\tilde L-L)=A_E(\delta,\delta)-\tilde A_E(\tilde\delta,\tilde\delta). \tag{3}$$

Both interpolation errors vanish at every $\varepsilon_i$. Away from poles the solutions depend smoothly on energy, so each error contains the factor $\prod_i(E-\varepsilon_i)$. Each appears twice in (3), which gives

$$\tilde L(E)-L(E)=K(E)\prod_{i=1}^{N}(E-\varepsilon_i)^2, \tag{4}$$

with $K$ regular away from poles. The error has at least a double zero at each reference energy: both the value and the energy slope of $L$ are right there. This is why two waves can serve a ground state so well. Far above the references the product is large, and (4) sets no small bound on the error.

## A case with numbers

Take one electron in $v=-1/r$, inside a hard spherical box of radius 6 bohr, with $R=1.2$ bohr. The ground-state dataset has partial waves at $-0.5$ and $0.5$ hartree. The extended one adds waves at 4 and 10 hartree. The smooth potential is $\tilde v=-(15-10x^2+3x^4)/(8R)$ with $x=r/R$, which matches $v$ at $R$ through the second derivative. The smooth waves are odd polynomials up to ninth degree, fitted to $\phi_i$ by least squares under the three matching conditions.

The ground-state energy is $-0.49928$ hartree, and both datasets reproduce it to within about $10^{-11}$ hartree, which is near the numerical noise of the calculation. This level lies only $7\times10^{-4}$ hartree from the lower reference energy, which both datasets share, so the double zero in (4) makes the error very small for either. At this precision the ground-state energy therefore cannot tell them apart.

Near 0.5 hartree the error in $L$, averaged over the two sides, is $1.172\times10^{-6}$ bohr$^{-1}$ at a distance of 0.04 hartree and $2.884\times10^{-7}$ bohr$^{-1}$ at 0.02 hartree. Halving the distance divides the error by 4.06, close to the factor 4 of a double zero.

At 7 hartree the exact value is $L=-2.2510$ bohr$^{-1}$, and the ground-state dataset gives $-1.7365$, an error of 0.5145. The squared product in (4) is $(7.5\times6.5)^2\approx2377$ hartree$^4$, against about 0.0016 at a distance of 0.04 hartree from the upper reference. The product has grown by a factor of about $1.5\times10^6$ and the error by about $4.4\times10^5$. Between these two end points the growth thus comes from the product, and $K$ is about three times smaller at 7 hartree. $K$ is not slowly varying in between, because $L$ passes through a pole there.

The omitted term can be traced too. Since $\tau\tilde u$ equals one at $R$, the argument that led to (3) gives $A_E(\tau\tilde u,\tau\tilde u)=\frac12L+A_E(\eta,\eta)$ with $\eta=\tau\tilde u-u$. Therefore

$$\tfrac12(\tilde L-L)=-\Delta_E+A_E(\eta,\eta).$$

The left side is 0.2572 bohr$^{-1}$. The program finds $\Delta_E=-0.0893-0.1184=-0.2077$, the two parts being those of (2). The direct effect of the omission is thus 0.2077, and the remaining part, about 0.05, arises because the reconstructed wave differs from the true one.

A phase is easier to read than $L$, which has poles. Define $\theta$ by $\tan\theta=k/L$ with $k=\sqrt{2E}$, and take differences modulo $\pi$. The errors in radians are:

| $E$ (hartree) | Ground-state dataset | Extended dataset |
|---:|---:|---:|
| 2 | $-0.0009$ | $-1\times10^{-7}$ |
| 7 | $-0.107$ | $-4\times10^{-6}$ |
| 20 | $-0.98$ | $-0.013$ |
| 40 | $-0.44$ | $-0.34$ |

The extra waves widen the accurate window but do not make it infinite. Far above the references the phase error does not grow steadily with energy: for the ground-state dataset it is smaller in size at 40 hartree than at 20. A smaller error at one high energy therefore does not mean that accuracy has returned.

## From scattering to pair densities

An empty state in the box must join the inner solution to an outer one that vanishes at the wall. Its energy therefore satisfies $L(E)=L_{\rm out}(E)$, or $\tilde L(E)=L_{\rm out}(E)$ in PAW. A wrong $\tilde L$ generally moves the level.

The seventh empty state lies at 8.0175 hartree. The ground-state dataset puts it at 8.1278, too high by 0.110 hartree, or 3.00 eV. The extended dataset is wrong by $3\times10^{-6}$ hartree.

The sums in RPA and GW also need pair densities. For the $s$ channel, the spherical part of a plane wave of wave number $G$ is $O=\sin(Gr)/(Gr)$. With brackets now taken over the whole box, the PAW pair density is

$$\rho_{n0}=\langle\tilde u_n|\tilde O|\tilde u_0\rangle,\qquad\tilde O=O+\sum_{ij}|p_i\rangle O_{ij}\langle p_j|,$$

where $O_{ij}=\langle\phi_i|O|\phi_j\rangle-\langle\tilde\phi_i|O|\tilde\phi_j\rangle$ inside the sphere. This operator assumes completeness as well. Splitting both states as before, the $s$–$s$ terms cancel because $O$ is the same local function on both sides, and the formula omits

$$\sum_ic_i^{(0)}\langle s_n|O|\phi_i-\tilde\phi_i\rangle+\sum_ic_i^{(n)}\langle\phi_i-\tilde\phi_i|O|s_0\rangle .$$

So a high state can enter the sum with a wrong energy, a wrong wavefunction and an incomplete augmentation. For the seventh empty state at $G=4$ bohr$^{-1}$, the exact $|\rho_{n0}|$ is 0.11383 and the ground-state dataset gives 0.11821, which is 3.8% too large. The program does not separate the contributions of the wavefunction and the augmentation.

## What the band sum converges to

Consider the static response of the electron to the perturbation $O$, restricted to $s$ states and with a positive sign convention:

$$X_M=2\sum_{n=1}^{M}\frac{|\rho_{n0}|^2}{E_n-E_0}. \tag{5}$$

This is a one-electron analogue of a diagonal element of the independent-particle response used in RPA. Let $\tilde H$ and $S$ be the PAW Hamiltonian and overlap, with $S$ positive. The first-order change $|x\rangle$ of the ground state obeys

$$(\tilde H-E_0S)|x\rangle=-(\tilde O-\rho_{00}S)|\tilde u_0\rangle,\qquad\langle\tilde u_0|S|x\rangle=0 .$$

The eigenstates are complete and orthonormal with respect to $S$, so write $|x\rangle=\sum_{n\ge1}a_n|\tilde u_n\rangle$. Projecting on $\tilde u_n$ gives $(E_n-E_0)a_n=-\rho_{n0}$. Hence

$$-2\langle\tilde u_0|\tilde O|x\rangle=2\sum_{n\ge1}\frac{|\rho_{n0}|^2}{E_n-E_0}=X_\infty .$$

The left side can be found from a linear equation without any empty bands. It depends on $\tilde H$, $S$ and $\tilde O$, all fixed by the dataset. The total error therefore splits as

$$X_M-X_{\rm exact}=(X_M-X_\infty)+(X_\infty-X_{\rm exact}).$$

More bands remove the first bracket and leave the second untouched. Since every term in (5) is nonnegative, $X_M$ never decreases as bands are added.

At $G=4$ bohr$^{-1}$ the sums, in hartree$^{-1}$, are:

| Empty bands | All-electron | Ground-state dataset | Extended dataset |
|---:|---:|---:|---:|
| 5 | 0.017858 | 0.017753 | 0.017858 |
| 10 | 0.027069 | 0.027727 | 0.027069 |
| 20 | 0.027075 | 0.028077 | 0.027076 |
| 40 | 0.027075 | 0.028088 | 0.027076 |
| 98 | 0.027075 | 0.028088 | 0.027076 |

The last row contains all the empty states of the numerical basis. A test with a larger basis confirms the limits.

The ground-state dataset converges to a value $0.028088/0.027075-1=3.7\%$ above the all-electron limit. Between 5 and 10 bands its sum passes the correct value, and after that more bands make the answer worse: the error is 2.4% at 10 bands and 3.7% at 20. The bands beyond the fortieth contribute only $1.8\times10^{-5}$ of the exact response, about two thousand times less than the remaining error. A convergence test on the number of bands would report success. Adding two partial waves reduces the limiting error to $5\times10^{-5}$ of the exact response.

## How far the cure reaches

The relevant energy grows with $G$. The product $Ou_0$, whose overlaps with the empty states are the pair densities, is roughly proportional to $e^{-r}\sin(Gr)$, whose wave numbers centre near $G$, with kinetic energy near $G^2/2$. That estimate is 0.5 hartree at $G=1$, 8 hartree at $G=4$ and 32 hartree at $G=8$ bohr$^{-1}$. The energy denominator in (5) shifts the weight of the response itself toward lower energies, so these figures are only a rough scale.

With all bands included, the ground-state dataset has a relative error of $9\times10^{-6}$ at $G=1$ and $5\times10^{-4}$ at $G=2$. It is therefore adequate for the $s$ part of the response at these wave numbers. This says nothing about the full long-wavelength response. For small $G$, $O\approx1-G^2r^2/6$, so the $s$ part falls off as $G^4$. The $p$ part of the plane wave is linear in $G$ and gives a response of order $G^2$, which dominates and is not included in this model. At $G=8$ the error of the ground-state dataset is $-2.2\%$, while that of the extended dataset is $+2.2\%$. The estimated energy there lies well above the highest reference of the extended dataset, where (4) gives no protection. The error need not sit where the exact response has its weight: for the extended dataset, bands above 40 hartree carry about 1% of the exact response but add about $+3.3\%$ to the error, partly cancelled by $-1.1\%$ from bands between 10 and 40 hartree. That the two errors are equal in size is an accident of this value of $G$.

The ground-state error is positive at $G=4$ and negative at $G=8$. As it varies continuously with $G$, it must vanish somewhere between them. Agreement for one matrix element is thus no proof that the high states scatter correctly.

These percentages belong to this model. In a real calculation the error depends on the element, the dataset and the quantity sought, and part of it may cancel in energy differences. Each angular channel also needs its own check, because (4) protects only a channel that has partial waves. Added waves must keep the overlap positive and introduce no ghost states. The number of bands still has to be converged, but that test measures $X_M-X_\infty$. The dataset error needs a separate test: compare the logarithmic derivatives with all-electron ones, add partial waves where they depart, and see whether the converged response moves. The comparison should reach above the energies that carry the exact response: at $G=4$ the all-electron sum is nearly complete at 10 bands, while the dataset error still grows between 10 and 20. The last step cannot be skipped, because the logarithmic derivative depends only on $\tilde H$ and $S$ and does not test the terms omitted from $\tilde O$.

## Computed results

```
PAW radius 1.20 bohr; box radius 6.00 bohr
Ground dataset reference energies (hartree): (-0.5, 0.5)
Extended dataset reference energies (hartree): (-0.5, 0.5, 4.0, 10.0)
ground: smallest relative overlap eigenvalue 0.625966
ground: ground-energy error 9.748e-12 hartree
extended: smallest relative overlap eigenvalue 0.970554
extended: ground-energy error 9.025e-12 hartree
All-electron ground energy -0.49927729 hartree
L error, mean at reference 0.5 +/- 0.04 hartree: 1.1721e-06 bohr^-1
L error, mean at reference 0.5 +/- 0.02 hartree: 2.8839e-07 bohr^-1
Measured order of zero: 2.0230
E(hartree) | L exact, ground, extended (bohr^-1) | phase errors (rad)
  0.2 | -1.918733 -1.918719 -1.918733 | -2.221e-06 -1.671e-09
  2.0 | 6.610819 6.631745 6.610822 | -8.748e-04 -9.872e-08
  4.0 | 1.458620 1.518001 1.458620 | -1.644e-02 -6.287e-12
  7.0 | -2.251023 -1.736529 -2.251005 | -1.071e-01 -3.621e-06
 10.0 | -17.831777 -7.965985 -17.831777 | -2.658e-01 -3.696e-12
 20.0 | -1.691519 5.547869 -1.605117 | -9.814e-01 -1.279e-02
 40.0 | -1.317077 2.734544 1.764893 | -4.429e-01 -3.410e-01
At 7 hartree, ground dataset: interpolation terms -451.119909, -451.377156 bohr^-1
Neglected form -0.207666 = local -0.089314 + cross -0.118352 bohr^-1
Empty band number 7; energies exact, ground, extended (hartree):
8.0174959 8.1278177 8.0174988
Band-energy errors ground, extended: 1.1032e-01, 2.8995e-06 hartree
Ground-dataset band error: 3.00201 eV
Same band, |pair density| at G=4.0 bohr^-1: exact, ground, extended
0.11382527 0.11820518 0.11382423
Empty bands | X exact, ground, extended (hartree^-1), G=4 bohr^-1
  5 | 0.0178576704 0.0177531738 0.0178576932
 10 | 0.0270692922 0.0277271599 0.0270693251
 20 | 0.0270746924 0.0280765772 0.0270760051
 40 | 0.0270746939 0.0280876913 0.0270761101
 98 | 0.0270746939 0.0280881698 0.0270761125
Ground dataset: relative contribution beyond 40 bands 1.767e-05
G(bohr^-1) | exact X (hartree^-1) | relative limit errors ground, extended
1.0 | 3.03335173e-01 | 8.8366e-06 4.0194e-09
2.0 | 2.69097888e-01 | 5.3407e-04 2.3465e-07
4.0 | 2.70746939e-02 | 3.7433e-02 5.2397e-05
8.0 | 1.23232651e-03 | -2.1534e-02 2.1617e-02
```
